# Subgap Andreev reflection at a superconducting contact with a delta barrier: verification in Python

```python
# Result under test: an electron of energy E below the gap, incident from a
# normal metal on a superconductor through a barrier U*delta(x), returns as a
# hole with probability
#     A = gap^2 / (E^2 + (gap^2 - E^2) (1 + 2 Z^2)^2),   Z = U / (hbar v_F),
# and as an electron with probability B = 1 - A, to leading order in gap/E_F.
# alpha = ratio of the two spinor components in the superconductor,
# a, b = hole and electron reflection amplitudes, c, d = amplitudes in the
# superconductor, D = normal-state transmission of the barrier.
# Numerical tests use units with hbar^2/(2m) = 1, so that k = sqrt(energy).
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def andreev_probability(E, gap, Z):
    return gap**2 / (E**2 + (gap**2 - E**2) * (1 + 2 * Z**2)**2)


def andreev_from_transmission(E, gap, D):
    return D**2 / (D**2 + 4 * (1 - D) * (1 - (E / gap)**2))


def spinor_ratio(E, gap):
    return (E - np.sqrt(E**2 - gap**2 + 0j)) / gap


def closed_amplitudes(E, gap, Z):
    alpha = spinor_ratio(E, gap)
    gamma = 1 + Z**2 * (1 - alpha**2)
    return alpha / gamma, -(Z**2 + 1j * Z) * (1 - alpha**2) / gamma


def match(E, gap, mu_n, mu_s, jump, mu_hole=None):
    """Full matching with all wave numbers kept; returns A, B and the flux
    carried into the superconductor (meaningful above the gap)."""
    mu_hole = mu_n if mu_hole is None else mu_hole
    root = np.sqrt(E**2 - gap**2 + 0j)
    alpha = spinor_ratio(E, gap)
    k_e = np.sqrt(mu_n + E)
    k_h = np.conj(np.sqrt(mu_hole - E + 0j))   # evanescent hole decays to the left
    q_e, q_h = np.sqrt(mu_s + root), np.sqrt(mu_s - root)
    # unknowns: a, b, c, d
    matrix = np.array([
        [0, 1, -1, -alpha],
        [1, 0, -alpha, -1],
        [0, 1j * k_e - jump, 1j * q_e, -1j * q_h * alpha],
        [-1j * k_h - jump, 0, 1j * q_e * alpha, -1j * q_h]], dtype=complex)
    a, b, c, d = np.linalg.solve(matrix, np.array([-1, 0, jump + 1j * k_e, 0]))
    flux = (1 - abs(alpha)**2) * (abs(c)**2 * q_e + abs(d)**2 * q_h).real / k_e
    return abs(a)**2 * k_h.real / k_e, abs(b)**2, flux


def lattice_probabilities(E, gap, barrier, spacing):
    """Finite-difference solution of the differential equations, E_F = 1."""
    decay = np.sqrt(gap**2 - E**2) / 2
    n = int(8 / decay / spacing)
    hop = 1 / spacing**2
    start = 5
    end = start + len(barrier)
    potential = np.zeros(n)
    potential[start:end] = barrier
    pair = np.zeros(n)
    pair[end:] = gap
    phase_e = np.arccos(1 - (1 + E) / (2 * hop))
    phase_h = np.arccos(1 - (1 - E) / (2 * hop))
    band = np.zeros((5, 2 * n), dtype=complex)
    onsite = 2 * hop - 1 + potential
    band[2, 0::2] = onsite - E
    band[2, 1::2] = -onsite - E
    band[1, 1::2] = pair
    band[3, 0::2] = pair
    for row in (0, 4):
        band[row, 0::2] = -hop
        band[row, 1::2] = hop
    band[2, 0] -= hop * np.exp(1j * phase_e)
    band[2, 1] += hop * np.exp(-1j * phase_h)
    source = np.zeros(2 * n, dtype=complex)
    source[0] = -2j * hop * np.sin(phase_e)
    wave = solve_banded((2, 2), band, source)
    A = abs(wave[1])**2 * np.sin(phase_h) / np.sin(phase_e)
    return A, abs(wave[0] - 1)**2


def rectangular_transmission(energy, height, width, k_unit=1.0):
    """k_unit = wave number of a free electron with unit energy."""
    q = k_unit * np.sqrt(energy - height + 0j)
    term = height**2 * np.sin(q * width)**2 / (4 * energy * (energy - height))
    return 1 / (1 + term.real)


# ---- symbolic solution of the matching equations with one wave number ----
al, z = sp.symbols('alpha Z')
a_, b_, c_, d_ = sp.symbols('a b c d')
solution = sp.solve([
    1 + b_ - c_ - al * d_,
    a_ - al * c_ - d_,
    sp.I * (c_ - al * d_) - sp.I * (1 - b_) - 2 * z * (1 + b_),
    sp.I * (al * c_ - d_) - sp.I * a_ - 2 * z * a_], [a_, b_, c_, d_], dict=True)[0]
gam = 1 + z**2 * (1 - al**2)
claimed = {a_: al / gam, b_: -(z**2 + sp.I * z) * (1 - al**2) / gam,
           c_: (1 - sp.I * z) / gam, d_: sp.I * al * z / gam}
for unknown, expression in claimed.items():
    assert sp.simplify(solution[unknown] - expression) == 0

# ---- full matching tends to the closed formula when E_F >> gap ----
big = 1e6
for Z in (0.0, 0.4, 1.5):
    for E in (0.0, 0.5, 0.9, 1.0):
        A, B, _ = match(E, 1.0, big, big, 2 * np.sqrt(big) * Z)
        assert abs(A - andreev_probability(E, 1.0, Z)) < 1e-4
        assert abs(A + B - 1) < 1e-8
    for E in (1.1, 2.0):
        A, B, flux = match(E, 1.0, big, big, 2 * np.sqrt(big) * Z)
        a, b = closed_amplitudes(E, 1.0, Z)
        assert abs(A - abs(a)**2) < 1e-4 and abs(B - abs(b)**2) < 1e-4
        assert abs(A + B + flux - 1) < 1e-8
    # far above the gap the normal transmission 1/(1+Z^2) returns
    A, B, _ = match(300.0, 1.0, 1e8, 1e8, 2e4 * Z)
    assert abs(1 + A - B - 1 / (1 + Z**2)) < 1e-4

# ---- lattice solution: point barrier, then rectangular barrier ----
step = 0.05
for Z in (0.0, 0.4, 1.0):
    A_lat, B_lat = lattice_probabilities(0.01, 0.02, [2 * Z / step], step)
    A_match = match(0.01, 0.02, 1.0, 1.0, 2 * Z)[0]
    assert abs(A_lat - A_match) < 2e-3
    assert abs(A_lat + B_lat - 1) < 1e-5
D_rect = rectangular_transmission(1.0, 1.5, 1.0)
A_rect = lattice_probabilities(0.002, 0.004, [1.5] * 20, step)[0]
assert abs(A_rect - andreev_from_transmission(0.002, 0.004, D_rect)) < 4e-3

# ---- sum over repeated Andreev reflections ----
for Z in (0.4, 1.0):
    t, r = 1 / (1 + 1j * Z), -1j * Z / (1 + 1j * Z)
    alpha = spinor_ratio(0.6, 1.0)
    total, partial = 0, t * alpha
    for _ in range(200):
        total += partial * np.conj(t)             # hole leaves into the metal
        partial *= np.conj(r) * alpha * r * alpha  # hole and electron turned back
    A_match = match(0.6, 1.0, big, big, 2 * np.sqrt(big) * Z)[0]
    assert abs(abs(total)**2 - A_match) < 1e-4

# ---- unequal velocities, oblique incidence, half-metal ----
for ratio in (0.5, 0.8):
    Z = 0.4
    Z_eff = np.sqrt(Z**2 / ratio + (1 - ratio)**2 / (4 * ratio))
    A = match(0.5, 1.0, big, ratio**2 * big, 2 * np.sqrt(big) * Z)[0]
    assert abs(A - andreev_probability(0.5, 1.0, Z_eff)) < 1e-4
cosine = 0.6
A = match(0.5, 1.0, big * cosine**2, big * cosine**2, 2 * np.sqrt(big) * 0.4)[0]
assert abs(A - andreev_probability(0.5, 1.0, 0.4 / cosine)) < 1e-4
A, B, _ = match(0.5, 1.0, big, big, 2 * np.sqrt(big) * 0.4, mu_hole=-0.3 * big)
assert A < 1e-12 and abs(B - 1) < 1e-8

# ---- worked example: copper-niobium point contact, rough typical inputs ----
E_F = 7.0             # eV
U = 0.40              # eV nm
gap = 1.4             # meV, at the temperature of use
temperature = 4.2     # K
velocity_ratio = 0.5  # niobium over copper
thickness = 0.2       # nm
radius, free_path = 5.0, 50.0   # nm
polarization = 0.4
k_unit = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9   # 1/nm at 1 eV
k_F = k_unit * np.sqrt(E_F)
hbar_v = 2 * E_F / k_F                                           # eV nm
v_F = hbar_v * 1e-9 * const.e / const.hbar
Z = U / hbar_v
D = 1 / (1 + Z**2)
kT = const.k * temperature / const.e * 1e3                       # meV


def zero_bias_ratio(Z):
    return 2 * (1 + Z**2) / (1 + 2 * Z**2)**2


def thermal_ratio(bias):
    def integrand(E):
        a, b = closed_amplitudes(abs(E), gap, Z)
        weight = 1 / (4 * kT * np.cosh((E - bias) / (2 * kT))**2)
        return weight * (1 + abs(a)**2 - abs(b)**2)
    edges = [bias - 40 * kT, -gap, 0.0, gap, bias + 40 * kT]
    return sum(quad(integrand, lo, hi, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:])) / D


A0, B0, _ = match(0.0, gap * 1e-3, E_F, E_F, 2 * np.sqrt(E_F) * Z)
assert abs((1 + A0 - B0) / D - zero_bias_ratio(Z)) < 1e-3
Z_cross = brentq(lambda x: zero_bias_ratio(x) - 1, 0.1, 2)
E_half = gap / 2
root = np.sqrt(gap**2 - E_half**2)
q_plus = k_unit * np.sqrt(E_F + 1j * root * 1e-3)
decay_length = 1 / q_plus.imag
assert abs(decay_length / (hbar_v * 1e3 / root) - 1) < 1e-5
A_half = andreev_probability(E_half, gap, Z)
A_full = match(E_half * 1e-3, gap * 1e-3, E_F, E_F, 2 * np.sqrt(E_F) * Z)[0]
assert abs(A_full - A_half) < gap * 1e-3 / E_F
G_super = quad(lambda c: 2 * andreev_probability(0, gap, Z / c) * c, 1e-9, 1)[0]
G_normal = quad(lambda c: c / (1 + (Z / c)**2), 1e-9, 1)[0]
Z_mis = np.sqrt(Z**2 / velocity_ratio
                + (1 - velocity_ratio)**2 / (4 * velocity_ratio))
height = U / thickness
D_thick = rectangular_transmission(E_F, height, thickness, k_unit)
A_thick = andreev_from_transmission(0, gap, D_thick)

print("INPUTS (rough typical or chosen)")
print(f"Fermi energy = {E_F:.1f} eV")
print(f"barrier strength U = {U:.2f} eV nm")
print(f"gap = {gap:.2f} meV")
print(f"temperature = {temperature:.1f} K")
print("MODEL RESULTS")
print(f"Fermi wave number = {k_F:.3f} 1/nm")
print(f"Fermi velocity = {v_F:.3e} m/s")
print(f"hbar v_F = {hbar_v:.4f} eV nm")
print(f"Z = {Z:.4f} (no unit)")
print(f"(1+2Z^2)^2 = {(1 + 2 * Z**2)**2:.4f} (no unit)")
print(f"normal transmission D = {D:.4f} (no unit)")
for fraction in (0.0, 0.5, 0.9, 1.0):
    E = fraction * gap
    A = andreev_probability(E, gap, Z)
    print(f"E = {E:.2f} meV: A = {A:.4f}, B = {1 - A:.4f} (no unit)")
print(f"decay length at half gap = {decay_length:.0f} nm")
print(f"G/G_N at zero bias, 0 K = {zero_bias_ratio(Z):.4f} (no unit)")
print(f"G/G_N at gap bias, 0 K = {2 / D:.4f} (no unit)")
print(f"Z where zero-bias G/G_N = 1: {Z_cross:.4f} (no unit)")
print("NEGLECTED EFFECTS")
print(f"gap/E_F = {gap * 1e-3 / E_F:.2e} (no unit)")
print(f"full matching minus formula, half gap = {A_full - A_half:.1e}")
print(f"kT = {kT:.4f} meV")
print(f"G/G_N at zero bias, with kT = {thermal_ratio(0.0):.4f} (no unit)")
print(f"G/G_N at gap bias, with kT = {thermal_ratio(gap):.4f} (no unit)")
print(f"G/G_N zero bias, all angles, 0 K = {G_super / G_normal:.4f}")
print(f"velocity ratio S/N (rough) = {velocity_ratio:.2f} (no unit)")
print(f"effective Z with that ratio = {Z_mis:.4f} (no unit)")
print(f"A(0) with that ratio = {andreev_probability(0, gap, Z_mis):.4f}")
print(f"G/G_N zero bias with that ratio = {zero_bias_ratio(Z_mis):.4f}")
print(f"barrier thickness = {thickness:.2f} nm, height = {height:.2f} eV")
print(f"k_F times thickness = {k_F * thickness:.3f} (no unit)")
print(f"D of this thick barrier = {D_thick:.4f} (no unit)")
print(f"A(0) of this thick barrier = {A_thick:.4f} (no unit)")
print(f"contact radius = {radius:.0f} nm, free path = {free_path:.0f} nm")
print(f"radius / free path = {radius / free_path:.2f} (no unit)")
print(f"current polarization P = {polarization:.2f} (no unit)")
print(f"G/G_N zero bias with P, 0 K = {(1 - polarization) * zero_bias_ratio(Z):.4f}")
print("no test failed")
```

Printed output:

```
INPUTS (rough typical or chosen)
Fermi energy = 7.0 eV
barrier strength U = 0.40 eV nm
gap = 1.40 meV
temperature = 4.2 K
MODEL RESULTS
Fermi wave number = 13.555 1/nm
Fermi velocity = 1.569e+06 m/s
hbar v_F = 1.0329 eV nm
Z = 0.3873 (no unit)
(1+2Z^2)^2 = 1.6899 (no unit)
normal transmission D = 0.8696 (no unit)
E = 0.00 meV: A = 0.5917, B = 0.4083 (no unit)
E = 0.70 meV: A = 0.6590, B = 0.3410 (no unit)
E = 1.26 meV: A = 0.8841, B = 0.1159 (no unit)
E = 1.40 meV: A = 1.0000, B = 0.0000 (no unit)
decay length at half gap = 852 nm
G/G_N at zero bias, 0 K = 1.3610 (no unit)
G/G_N at gap bias, 0 K = 2.3000 (no unit)
Z where zero-bias G/G_N = 1: 0.5559 (no unit)
NEGLECTED EFFECTS
gap/E_F = 2.00e-04 (no unit)
full matching minus formula, half gap = -7.1e-05
kT = 0.3619 meV
G/G_N at zero bias, with kT = 1.4671 (no unit)
G/G_N at gap bias, with kT = 1.5396 (no unit)
G/G_N zero bias, all angles, 0 K = 1.0108
velocity ratio S/N (rough) = 0.50 (no unit)
effective Z with that ratio = 0.6519 (no unit)
A(0) with that ratio = 0.2922
G/G_N zero bias with that ratio = 0.8328
barrier thickness = 0.20 nm, height = 2.00 eV
k_F times thickness = 2.711 (no unit)
D of this thick barrier = 0.9841 (no unit)
A(0) of this thick barrier = 0.9384 (no unit)
contact radius = 5 nm, free path = 50 nm
radius / free path = 0.10 (no unit)
current polarization P = 0.40 (no unit)
G/G_N zero bias with P, 0 K = 0.8166
no test failed
```
